# Direct Diffuse View Factor from Hole Bottom to Mouth: a program that tests the result

```python
"""
Result under test: in a straight cylindrical hole of radius R and depth L,
with aspect ratio a = L/(2R), the direct diffuse view factor from the bottom
disk to the open mouth is
    F = (sqrt(1 + a^2) - a)^2,   so that F = 3 - 2 sqrt(2) = 0.1716 at a = 1.
The local view factor from a bottom point at radius r to the mouth is
    f(r) = [1 - (L^2 + r^2 - R^2)/sqrt((L^2 + r^2 + R^2)^2 - 4 r^2 R^2)]/2.
Emission follows the cosine law and flights are straight and collision-free.
"""
import numpy as np
from scipy.integrate import quad


def view_factor(aspect):
    return (np.sqrt(1 + aspect**2) - aspect)**2


def local_view_factor(r, R, L):
    root = np.sqrt((L**2 + r**2 + R**2)**2 - 4 * r**2 * R**2)
    return 0.5 * (1 - (L**2 + r**2 - R**2) / root)


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * w


def local_to_mouth_numeric(r, R, L):
    """Integrate cos*cos/(pi s^2) over the mouth disk."""
    rho, w = gauss(0, R, 60)
    phi = 2 * np.pi * np.arange(256) / 256
    s2 = L**2 + r**2 + rho[:, None]**2 - 2*r*rho[:, None]*np.cos(phi)
    kernel = L**2 / (np.pi * s2**2)
    return np.sum(w * rho * kernel.mean(axis=1)) * 2 * np.pi


def local_to_wall_numeric(r, R, L):
    """Integrate cos*cos/(pi s^2) over the cylindrical side wall."""
    z, w = gauss(0, L, 100)
    phi = 2 * np.pi * np.arange(512) / 512
    s2 = z[:, None]**2 + R**2 + r**2 - 2*R*r*np.cos(phi)
    kernel = z[:, None] * (R - r*np.cos(phi)) / (np.pi * s2**2)
    return np.sum(w * kernel.mean(axis=1)) * 2 * np.pi * R


def disk_to_disk_numeric(R, L):
    """Average the numerical local view factor over the bottom disk."""
    r, w = gauss(0, R, 40)
    values = np.array([local_to_mouth_numeric(x, R, L) for x in r])
    return np.sum(w * 2 * r * values) / R**2


# Azimuthal integral
for A, B in [(2.0, 0.5), (3.0, 2.0), (1.5, 1.0)]:
    numeric = quad(lambda p: 1 / (A - B*np.cos(p))**2, 0, 2*np.pi,
                   epsabs=1e-11, epsrel=1e-11)[0]
    assert abs(numeric - 2*np.pi*A/(A**2 - B**2)**1.5) < 1e-8

# Local formula, and closure between mouth and wall
for R, L in [(1.0, 1.0), (1.0, 2.0), (1.3, 3.1)]:
    for fraction in [0.0, 0.3, 0.6, 1.0]:
        r = fraction * R
        to_mouth = local_to_mouth_numeric(r, R, L)
        assert abs(to_mouth - local_view_factor(r, R, L)) < 1e-9
        if fraction < 0.9:  # the wall kernel is singular at the corner
            to_wall = local_to_wall_numeric(r, R, L)
            assert abs(to_mouth + to_wall - 1) < 1e-8

# Averaged formula against quadrature from the definition
for aspect in [0.5, 1.0, 2.0, 5.0]:
    numeric = disk_to_disk_numeric(1.0, 2*aspect)
    assert abs(numeric - view_factor(aspect)) < 1e-9

# Limits, using the average of the local formula for a shallow hole
shallow = quad(lambda v: local_view_factor(np.sqrt(v), 1.0, 0.02),
               0, 1, points=[0.9, 0.99], limit=200)[0]
assert abs(shallow - view_factor(0.01)) < 1e-7
assert shallow > 0.97
deep = disk_to_disk_numeric(1.0, 100.0)
assert abs(deep * 4 * 50.0**2 - 1) < 1e-3

# Worked example, lengths in nm
diameter, depth = 100.0, 100.0
radius = diameter / 2
aspect = depth / diameter
F = view_factor(aspect)
F_numeric = disk_to_disk_numeric(radius, depth)
assert abs(F_numeric - (3 - 2*np.sqrt(2))) < 1e-9
f_center = local_view_factor(0.0, radius, depth)
f_edge = local_view_factor(radius, radius, depth)
assert f_edge < F_numeric < f_center
root_center = depth**2 + radius**2
root_edge = depth * np.sqrt(depth**2 + 4*radius**2)

# Cosine-law rays enter at the mouth; the wall hit is found explicitly
rng = np.random.default_rng(20)
rays = 2_000_000
start = radius * np.sqrt(rng.random(rays))
psi = 2 * np.pi * rng.random(rays)
sin2 = rng.random(rays)
tangent = np.sqrt(sin2 / (1 - sin2))
to_wall = (-start*np.cos(psi)
           + np.sqrt(radius**2 - (start*np.sin(psi))**2))
sideways = depth * tangent
direct = sideways < to_wall
F_rays = direct.mean()
sigma = np.sqrt(F_rays * (1 - F_rays) / rays)
assert abs(F_rays - F) < 4.5 * sigma

# Local flux profile: share of all entering rays landing at r < R/2
landing2 = start**2 + sideways**2 + 2*start*sideways*np.cos(psi)
inner_rays = (direct & (landing2 < (radius/2)**2)).mean()
inner_formula = quad(lambda x: 2*x*local_view_factor(x*radius, radius, depth),
                     0, 0.5)[0]
inner_sigma = np.sqrt(inner_rays * (1 - inner_rays) / rays)
assert abs(inner_rays - inner_formula) < 4.5 * inner_sigma

print(f"hole diameter: {diameter:.0f} nm")
print(f"hole radius R: {radius:.0f} nm")
print(f"hole depth L: {depth:.0f} nm")
print(f"aspect ratio depth/diameter: {aspect:.1f} (dimensionless)")
print(f"sqrt Q at bottom centre: {root_center:.0f} nm^2")
print(f"sqrt Q at bottom edge: {root_edge:.1f} nm^2")
print(f"F, closed formula: {F:.6f} (dimensionless)")
print(f"F, quadrature from definition: {F_numeric:.6f} (dimensionless)")
print(f"F in percent: {100*F:.2f} %")
print(f"fraction striking the wall first: {1-F:.4f} (dimensionless)")
print(f"local view factor at centre: {f_center:.4f} (dimensionless)")
print(f"local view factor at edge: {f_edge:.4f} (dimensionless)")
print(f"excess of centre value over F: {100*(f_center/F-1):.1f} %")
print(f"number of traced rays: {rays}")
print(f"F, ray tracing from mouth: {F_rays:.5f} (dimensionless)")
print(f"one standard error of ray tracing: {sigma:.5f} (dimensionless)")
print(f"share landing at r < R/2, rays: {inner_rays:.5f} (dimensionless)")
print(f"share landing at r < R/2, formula: {inner_formula:.5f} (dimensionless)")
print("aspect ratio, F, deep-hole estimate 1/(4a^2) (all dimensionless):")
for a in [0.5, 1.0, 2.0, 5.0, 10.0]:
    print(f"  {a:4.1f}  {view_factor(a):.6f}  {1/(4*a**2):.6f}")
print("every check passed")
```

Output:

```
hole diameter: 100 nm
hole radius R: 50 nm
hole depth L: 100 nm
aspect ratio depth/diameter: 1.0 (dimensionless)
sqrt Q at bottom centre: 12500 nm^2
sqrt Q at bottom edge: 14142.1 nm^2
F, closed formula: 0.171573 (dimensionless)
F, quadrature from definition: 0.171573 (dimensionless)
F in percent: 17.16 %
fraction striking the wall first: 0.8284 (dimensionless)
local view factor at centre: 0.2000 (dimensionless)
local view factor at edge: 0.1464 (dimensionless)
excess of centre value over F: 16.6 %
number of traced rays: 2000000
F, ray tracing from mouth: 0.17168 (dimensionless)
one standard error of ray tracing: 0.00027 (dimensionless)
share landing at r < R/2, rays: 0.04815 (dimensionless)
share landing at r < R/2, formula: 0.04806 (dimensionless)
aspect ratio, F, deep-hole estimate 1/(4a^2) (all dimensionless):
   0.5  0.381966  1.000000
   1.0  0.171573  0.250000
   2.0  0.055728  0.062500
   5.0  0.009805  0.010000
  10.0  0.002488  0.002500
every check passed
```
